# Chemical Potential of Water Vapour from Rigid-Rotor Statistics

## Problem

In atomic layer deposition, water vapour is often the oxygen source. Whether a surface gains or loses free energy by taking up a water molecule depends on the chemical potential \(\mu\) of the vapour. Let \(E_0\) be the energy of one molecule at rest in its lowest state: the electronic energy at the equilibrium geometry plus the vibrational zero-point energy.

Treat the vapour as an ideal gas of rigid rotors. Derive \(\Delta\mu=\mu-E_0\) as a function of temperature \(T\) and pressure \(p\), and show that it is about \(-1.19\) eV at 500 K and 100 Pa (0.75 Torr).

**Data.** The atomic masses are \(m_H=1.008\) u and \(m_O=15.999\) u, and the molecular mass is \(m=m_O+2m_H=2.99146\times10^{-26}\) kg. The bond length \(r=0.09591\) nm and bond angle \(\theta=103.52^\circ\) were computed with second-order perturbation theory (MP2, frozen core, cc-pVTZ basis). This level leaves out higher electron correlation and has a finite-basis error: larger bases (cc-pVQZ, aug-cc-pVTZ) move \(r\) by up to 0.0002 nm and \(\theta\) by about \(0.6^\circ\), which changes \(\Delta\mu\) by less than 0.3 meV.

**Convention.** The two proton spins have four joint states. This constant factor 4 is left out of the partition function, and must then be left out for every phase compared with the gas.

## Hints

1. The chemical potential is the free energy gained when one molecule is added at fixed \(T\) and volume \(V\).
2. Replace the sum over particle-in-a-box levels by an integral.
3. For the rotor, integrate over body-axis angular momenta. How does the volume element change?
4. A half-turn about the symmetry axis exchanges two identical protons. What does this do to the number of states?

## Solution

### 1. From the partition function to \(\mu\)

Let \(q\) be the partition function of one molecule, with energies counted from \(E_0\). When there are far more accessible states than molecules, double occupation is negligible, and indistinguishability requires division by \(N!\):

\[
Z_N=\frac{q^N e^{-NE_0/kT}}{N!},\qquad F=-kT\ln Z_N .
\]

Since \((N+1)!/N!=N+1\), adding one molecule gives

\[
\mu=F(N+1)-F(N)=E_0-kT\ln\frac{q}{N+1}\simeq E_0-kT\ln\frac{q}{N}.
\]

In the rigid-rotor model \(q=q_{\rm trans}Z_{\rm rot}\).

### 2. Translation

In a cube of side \(L\), each direction has levels \(h^2n^2/(8mL^2)\), \(n=1,2,\dots\) For a large box the sum becomes a Gaussian integral:

\[
\sum_n e^{-an^2}\simeq\int_0^\infty e^{-an^2}dn=\frac12\sqrt{\frac{\pi}{a}},\qquad a=\frac{h^2}{8mL^2kT}.
\]

Inserting \(a\) gives

\[
\frac12\sqrt{\frac{8\pi mL^2kT}{h^2}}=\frac{L\sqrt{2\pi mkT}}{h}=\frac{L}{\lambda},\qquad \lambda=\frac{h}{\sqrt{2\pi mkT}} .
\]

Three directions give \(q_{\rm trans}=V/\lambda^3\). The volume enters \(F\) through \(-NkT\ln V\), so \(p=-(\partial F/\partial V)_{T,N}=NkT/V\). With \(V/N=kT/p\),

\[
\Delta\mu=-kT\ln\frac{kT}{p\lambda^3}-kT\ln Z_{\rm rot}.
\]

### 3. Rotation

With body-axis angular momenta \(L_i\) and principal moments of inertia \(I_i\), the rotational energy is \(\sum_i L_i^2/(2I_i)\). Phase space is measured with the Euler angles \((\phi,\vartheta,\psi)\) and their conjugate momenta. The body-axis angular velocities are

\[
\omega_1=\dot\phi\sin\vartheta\sin\psi+\dot\vartheta\cos\psi,\quad
\omega_2=\dot\phi\sin\vartheta\cos\psi-\dot\vartheta\sin\psi,\quad
\omega_3=\dot\phi\cos\vartheta+\dot\psi .
\]

Differentiating the kinetic energy \(\frac12\sum_i I_i\omega_i^2\) with respect to each angle's velocity, with \(L_i=I_i\omega_i\), gives

\[
\begin{aligned}
p_\phi&=L_1\sin\vartheta\sin\psi+L_2\sin\vartheta\cos\psi+L_3\cos\vartheta,\\
p_\vartheta&=L_1\cos\psi-L_2\sin\psi,\qquad p_\psi=L_3 .
\end{aligned}
\]

The determinant of this linear map is \(-\sin\vartheta(\sin^2\psi+\cos^2\psi)=-\sin\vartheta\), so \(dp_\phi\,dp_\vartheta\,dp_\psi=\sin\vartheta\,dL_1dL_2dL_3\). The angles contribute \(2\pi\cdot2\cdot2\pi=8\pi^2\), and each momentum integral is \(\sqrt{2\pi I_ikT}\). Therefore

\[
Z_{\rm rot}=\frac{8\pi^2}{\sigma h^3}\prod_{i=a,b,c}\sqrt{2\pi I_ikT},
\]

where \(\sigma\) corrects for identical protons. Define rotational temperatures \(\Theta_i=\hbar^2/(2I_ik)\). Then \(2\pi I_ikT=\pi\hbar^2T/\Theta_i\), and with \(h^3=8\pi^3\hbar^3\)

\[
Z_{\rm rot}=\frac{8\pi^2\,\pi^{3/2}\hbar^3}{\sigma\,8\pi^3\hbar^3}\sqrt{\frac{T^3}{\Theta_a\Theta_b\Theta_c}}
=\frac{\sqrt\pi}{\sigma}\sqrt{\frac{T^3}{\Theta_a\Theta_b\Theta_c}} .
\]

**The value of \(\sigma\).** Protons are fermions, so the total state must change sign when they are exchanged. The electronic and vibrational ground state is unchanged by the half-turn. Rotational states even under it therefore need the antisymmetric spin singlet (weight 1), and odd ones need the symmetric triplet (weight 3). When many levels are occupied, even and odd states each supply half of the unrestricted sum \(Z_{\rm all}\). The weighted sum is \((1+3)Z_{\rm all}/2=2Z_{\rm all}\). Removing the spin factor 4 leaves \(Z_{\rm all}/2\), hence \(\sigma=2\).

### 4. Moments of inertia

Put O at the origin and the H atoms at \(x=\pm r\sin(\theta/2)\), \(y=r\cos(\theta/2)\). About the symmetry axis \(y\),

\[
I_b=2m_Hr^2\sin^2(\theta/2).
\]

The centre of mass lies at \(y_0=2m_Hr\cos(\theta/2)/m\). About the in-plane axis through it, parallel to \(x\),

\[
I_a=2m_Hr^2\cos^2\frac{\theta}{2}-my_0^2
=2m_Hr^2\cos^2\frac{\theta}{2}\left(1-\frac{2m_H}{m}\right)
=\frac{2m_Hm_O}{m}r^2\cos^2\frac{\theta}{2}.
\]

For a planar body the moment about the normal is \(I_c=I_a+I_b\). The data give:

| Axis | \(I\) (\(10^{-47}\) kg m²) | \(\Theta\) (K) |
|---|---:|---:|
| a | 1.048 | 38.44 |
| b | 1.900 | 21.20 |
| c | 2.947 | 13.67 |

All three temperatures lie far below 500 K, as the classical integral requires.

### 5. Numbers

At 500 K, \(kT=6.90325\times10^{-21}\) J \(=0.043087\) eV. Then

\[
\lambda=\frac{6.62607\times10^{-34}\ \text{J s}}{\sqrt{2\pi(2.99146\times10^{-26}\ \text{kg})(6.90325\times10^{-21}\ \text{J})}}=1.8395\times10^{-11}\ \text{m},
\]

\[
\frac{kT}{p\lambda^3}=\frac{6.90325\times10^{-23}\ \text{m}^3}{(1.8395\times10^{-11}\ \text{m})^3}=1.109\times10^{10},\qquad \ln(\dots)=23.129 .
\]

For rotation,

\[
Z_{\rm rot}=\frac{\sqrt\pi}{2}\sqrt{\frac{500^3}{38.439\times21.202\times13.665}}=93.89,\qquad \ln Z_{\rm rot}=4.542 .
\]

The result is

\[
\Delta\mu=-0.043087\ \text{eV}\,(23.129+4.542)=-1.192\ \text{eV},
\]

or \(-115.0\) kJ/mol. Translation supplies \(-0.997\) eV and rotation \(-0.196\) eV. The negative sign does not mean that the molecules attract one another: there are about \(q/N\simeq10^{12}\) thermally accessible states for every molecule present, and the resulting entropy lowers the free energy.

The reference matters. The harmonic MP2 zero-point energy is 0.588 eV, so relative to the bare electronic energy the same gas has \(\mu=-0.604\) eV at this level. This value is less certain than \(\Delta\mu\). The aug-cc-pVTZ basis gives 0.583 eV, and spectroscopic constants, which include anharmonicity, give about 0.575 eV and hence \(\mu\approx-0.62\) eV.

### 6. How good is the model?

**Discrete rotation.** Diagonalizing the quantum rotor and weighting its levels by proton spin gives \(Z_{\rm rot}=94.76\), which is 0.92 % above the classical value. At 1000 K the excess is 0.46 %, consistent with a leading correction proportional to \(1/T\). At 500 K it shifts \(\Delta\mu\) by \(-0.39\) meV. Explicit box and rotor sums for \(10^4\) molecules give \(F(N+1)-F(N)=-1.1927\) eV relative to \(E_0\), which differs from the formula by this shift. The classical formula loses accuracy as \(T\) falls towards the \(\Theta_i\).

**Vibration.** A harmonic mode has \(\sum_n e^{-n\hbar\omega/kT}=(1-e^{-\hbar\omega/kT})^{-1}\), so it adds \(kT\ln(1-e^{-\hbar\omega/kT})\). The MP2 wavenumbers 1652, 3855 and 3975 cm⁻¹ give \(-0.37\) meV in total. They fall by 24 to 34 cm⁻¹ in the aug-cc-pVTZ basis, and the measured fundamentals give \(-0.44\) meV.

**Interactions.** At constant temperature \(d\mu=(V/N)\,dp\). To leading order \(V/N=kT/p+B_2\), with \(B_2\) the second virial coefficient per molecule, so the shift is \(B_2p\). Dipolar hard spheres with a rough dipole of 1.9 D and diameter of 0.27 nm give \(-6\times10^{-5}\) meV. This model omits dispersion attraction and describes hydrogen bonding only through point dipoles. The measured \(B_2\) of steam at 500 K makes the shift about three times larger, \(-2\times10^{-4}\) meV, which is still negligible here.

**Quantum statistics.** The parameter \(p\lambda^3/kT=9\times10^{-11}\) is tiny, which justifies the factor \(1/N!\).

With the first three corrections \(\Delta\mu=-1.193\) eV. Centrifugal distortion, absent from a rigid rotor, adds about \(-0.6\) meV, and thermochemical tables give \(-1.1935\) eV. Opening the angle by \(1^\circ\) at fixed bond length shifts \(\Delta\mu\) by \(+0.2\) meV. As for the geometry, bonds 1 % longer at fixed angle, \(T\) and \(p\) multiply \(Z_{\rm rot}\) by \(1.01^3\) and shift \(\Delta\mu\) by \(-1.3\) meV. The value \(-1.19\) eV survives each of these changes. Forgetting \(\sigma\) would cost more: \(-kT\ln2=-30\) meV.

**In a reactor.** Temperatures near 500 K and water pressures near 100 Pa are rough but reasonable values for thermal deposition. In a carrier gas, \(p\) must be the partial pressure of water, not the total pressure. During a short pulse this pressure varies, and the surface need not reach equilibrium with the gas. A tenfold error in \(p\) at fixed \(T\) moves \(\Delta\mu\) by 0.099 eV, far more than the molecular corrections above. Moreover, \(\Delta\mu\) tells whether uptake is favourable only when combined with the free energies of the surface with and without the molecule, and it does not tell how fast uptake occurs.

## Variation 1: lower pressure, same chemical potential

*The water pressure drops to 10 Pa. What is \(\Delta\mu\) at 500 K, and which temperature restores the original value?*

At fixed \(T\), \(\Delta\mu\) contains \(+kT\ln p\). A tenfold drop changes it by \(-kT\ln10=-0.0992\) eV, to \(-1.2915\) eV.

For the temperature dependence, \(kT/\lambda^3\propto T^{5/2}\) and \(Z_{\rm rot}\propto T^{3/2}\). Thus \(\Delta\mu=-kT\ln(CT^4/p)\) with constant \(C\), and

\[
\left(\frac{\partial\Delta\mu}{\partial T}\right)_p=-k\ln\frac{CT^4}{p}-4k=\frac{\Delta\mu}{T}-4k .
\]

At 100 Pa this is \(-2.73\) meV/K, so a 10 K rise lowers \(\Delta\mu\) by about 27 meV. At 10 Pa it is

\[
-\frac{1291.5}{500}-4\,\frac{43.087}{500}=-2.93\ \text{meV/K}.
\]

The gas must be cooled by about \(99.2/2.93\simeq34\) K, to 466 K. The slope is minus the entropy per molecule, which is larger in the more dilute gas.

## Variation 2: a surface site in equilibrium with the vapour

*A site holds at most one intact water molecule, in a single state of energy \(E_0-\varepsilon\) apart from proton spin. Sites do not interact. Find the coverage for \(\varepsilon=1.00\) eV at 500 K and 100 Pa.*

With the spin factor omitted in both phases, the empty site has weight 1 and the filled site has weight \(w=e^{[\mu-(E_0-\varepsilon)]/kT}=e^{(\Delta\mu+\varepsilon)/kT}\). The coverage is therefore

\[
\frac{w}{1+w},\qquad
w=\exp\!\left(\frac{-1.1923+1.00}{0.043087}\right)=e^{-4.463}=0.0115 ,
\]

or about 1.1 %. Half coverage requires \(w=1\), that is \(\varepsilon=-\Delta\mu=1.19\) eV: the energy \(E_0-\varepsilon\) of the filled site must then equal \(\mu\). This \(\varepsilon\) is less than \(T\) times the entropy per gas molecule, \(500\times2.73\) meV \(=1.36\) eV, because the molecule also gives up the thermal enthalpy \(4kT=0.17\) eV that it had in the gas. Soft vibrations of the adsorbed molecule would add states, raise \(w\), and lower the binding needed.

The spin convention now has a visible consequence. Keeping the factor 4 in the gas alone would lower \(\Delta\mu\) by \(kT\ln4=60\) meV and wrongly divide \(w\) by 4. On the site the two protons are taken to be held at distinct positions, so all four spin states are allowed there too. Keeping the factor in both phases therefore cancels, and \(w\) is unchanged.

The computed values behind this sheet are listed in the numerical output below.

## Computed results

```
temperature                          500 K
pressure                             100 Pa
pressure                             0.750 Torr
mass of H atom (input)               1.008 u
mass of O atom (input)               15.999 u
molecular mass                       2.99146e-26 kg
MP2 O-H bond length                  0.09591 nm
MP2 H-O-H angle                      103.52 deg
kT                                   6.90325e-21 J
kT                                   0.043087 eV
thermal wavelength                   1.83949e-11 m
volume per molecule kT/p             6.90325e-23 m^3
(kT/p)/lam^3                         1.10907e+10
ln[(kT/p)/lam^3]                     23.1294
moment of inertia Ia                 1.0478e-47 kg m^2
rotational temperature Ta            38.439 K
moment of inertia Ib                 1.8996e-47 kg m^2
rotational temperature Tb            21.202 K
moment of inertia Ic                 2.9474e-47 kg m^2
rotational temperature Tc            13.665 K
symmetry number                      2
classical Z_rot                      93.892
ln Z_rot                             4.5421
translational part of dmu            -0.9966 eV
rotational part of dmu               -0.1957 eV
RESULT dmu                           -1.1923 eV
RESULT dmu                           -115.04 kJ/mol
dmu from explicit level sums         -1.1927 eV
pressure from -dF/dV                 100.0010 Pa
quantum Z_rot, spin factor removed   94.755
quantum/classical Z_rot - 1, 500 K   0.918 %
quantum/classical Z_rot - 1, 1000 K  0.457 %
change per decade of pressure        0.0992 eV
temperature slope                    -2.729 meV/K
MP2 harmonic wavenumber 1            1652 cm^-1
MP2 harmonic wavenumber 2            3855 cm^-1
MP2 harmonic wavenumber 3            3975 cm^-1
harmonic zero-point energy           0.588 eV
mu from bare electronic energy       -0.604 eV
neglected: vibrational excitation    -0.374 meV
neglected: quantum rotor correction  -0.394 meV
rough dipole (input)                 1.9 D
rough hard-sphere diameter (input)   0.27 nm
model second virial coefficient      -9.27e-29 m^3 per molecule
neglected: non-ideality              -5.8e-05 meV
degeneracy parameter p lam^3/kT      9.02e-11
dmu with these corrections           -1.1930 eV
shift for 1 % longer bonds           -1.29 meV
error if sigma is forgotten          -29.87 meV
shift if spin factor 4 is kept       -59.73 meV
```
